# Friedel tail of RPA screening from the logarithmic singularity at 2kF

Electrons fill a half-line $x>0$ up to the wavenumber $k_F$, and a hard wall stands at $x=0$. They do not interact. The orbitals are $\sqrt{2/\pi}\,\sin kx$, and with two spins per orbital the density is

$$n(x)=\frac4\pi\int_0^{k_F}\sin^2(kx)\,dk=\frac2\pi\int_0^{k_F}\left[1-\cos(2kx)\right]dk=\frac{2k_F}{\pi}-\frac{\sin(2k_Fx)}{\pi x}.$$

Each orbital contributes a ripple of wavenumber $2k$. The ripples cancel in the interior of the integration range, and what survives far from the wall comes from its abrupt end at $k_F$. If the occupation instead fell rapidly to zero as a smooth function of the energy $k^2/2$, it would be even in $k$, no boundary terms would arise at $k=0$, and repeated integration by parts would make the ripple decay faster than any power of $1/x$. The location of a singularity in wavenumber thus sets the period of the distant oscillation, and the kind of singularity sets its power law.

The same reasoning applies to a static point charge $+Z$ in a three-dimensional uniform electron gas, where the singularity is weaker. Hartree atomic units are used in the algebra. The gas is unpolarized and at zero temperature, its response is taken to first order in $Z$, and the electrons interact through the mean electrostatic field alone, which is the random-phase approximation (RPA). Let $\delta n$ be the induced electron number density, positive where electrons accumulate. The induced charge density has the opposite sign.

First we need the response of independent electrons to a weak potential energy $W(\mathbf r)=W_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}+\text{c.c.}$ To first order, the plane wave $\mathbf k$ acquires the components $\mathbf k\pm\mathbf q$, with amplitudes equal to the matrix element divided by $E_{\mathbf k}-E_{\mathbf k\pm\mathbf q}$, where $E_{\mathbf k}=k^2/2$. Collecting the terms proportional to $e^{i\mathbf q\cdot\mathbf r}$ in the density gives $\delta n(q)=\chi_0(q)W_{\mathbf q}$ with

$$\chi_0(q)=2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\left[\frac1{E_{\mathbf k}-E_{\mathbf k+\mathbf q}}+\frac1{E_{\mathbf k}-E_{\mathbf k-\mathbf q}}\right].$$

A denominator vanishes when the two states have equal energy. Both are then occupied, and the term leading from one to the other cancels the term leading back. The principal value P keeps this cancellation when the two terms are integrated separately. Replacing $\mathbf k$ by $-\mathbf k$ shows that they are equal, and $E_{\mathbf k}-E_{\mathbf k+\mathbf q}=-(q^2/2+\mathbf k\cdot\mathbf q)$. Now cut the Fermi sphere into discs perpendicular to $\mathbf q$. The disc at height $s$ has area $\pi(k_F^2-s^2)$, so with $a=q/2$

$$\chi_0=-\frac{1}{2\pi^2q}\,\mathrm P\!\int_{-k_F}^{k_F}\frac{k_F^2-s^2}{s+a}\,ds.$$

Writing $k_F^2-s^2=(k_F^2-a^2)-(s-a)(s+a)$ makes the integral elementary:

$$\mathrm P\!\int_{-k_F}^{k_F}\frac{k_F^2-s^2}{s+a}\,ds=(k_F^2-a^2)\ln\left|\frac{k_F+a}{k_F-a}\right|+2ak_F.$$

With $x=q/2k_F$, so that $a=k_Fx$, this becomes

$$\chi_0=-\frac{k_F}{2\pi^2}\,u(x),\qquad u(x)=1+\frac{1-x^2}{2x}\ln\left|\frac{1+x}{1-x}\right|.$$

In the RPA the electrons respond to the sum of the impurity potential and the potential of the induced density:

$$W(q)=-\frac{4\pi Z}{q^2}+\frac{4\pi}{q^2}\,\delta n(q),\qquad \delta n(q)=\chi_0(q)W(q).$$

Solving for $W$ gives $W=-4\pi Z/(q^2\varepsilon)$ with $\varepsilon=1-4\pi\chi_0/q^2$. Inserting $\chi_0$ and $q=2k_Fx$,

$$\varepsilon=1+\frac{\alpha u}{x^2},\qquad \alpha=\frac1{2\pi k_F},\qquad \delta n(q)=Z\left(1-\frac1\varepsilon\right)=\frac{Z\alpha u}{x^2+\alpha u}.$$

To return to real space, the average of $e^{i\mathbf q\cdot\mathbf r}$ over directions is $\sin(qr)/(qr)$, so

$$\delta n(r)=\frac1{2\pi^2r}\int_0^\infty q\,\delta n(q)\sin(qr)\,dq=\frac{2k_F^2Z}{\pi^2r}\int_0^\infty g(x)\sin(Rx)\,dx,$$

$$g(x)=\frac{\alpha u\,x}{x^2+\alpha u},\qquad R=2k_Fr.$$

The large-$r$ behaviour depends on where $g$ fails to be smooth. The denominator has no real zero, because $u>0$: for $x<1$ both terms of $u$ are positive, at $x=1$ we have $u=1$, and for $x>1$ the quantity $q^2/2+\mathbf k\cdot\mathbf q$ is positive throughout the Fermi sphere, so $\chi_0<0$. At $x=0$ the function $u$ has an even power series starting with $u(0)=2$. The odd extension of $g$ to negative $x$, called $G$, is therefore smooth there, and small wavenumbers produce no power-law tail. At large $x$, expanding the logarithm gives $u\to2/(3x^2)$ and $g\to2\alpha/(3x^3)$, and each derivative falls faster by one more power. This leaves $x=\pm1$, that is, $q=\pm2k_F$.

Put $x=1+t$ and $L=\ln|t/2|$. Then

$$\ln\left|\frac{1+x}{1-x}\right|=\ln\left(1+\frac t2\right)-L,\qquad \frac{1-x^2}{2x}=-\frac{t(1+t/2)}{1+t}=-t+\frac{t^2}2+O(t^3),$$

$$u=1+tL-\frac{t^2}{2}L-\frac{t^2}2+O(t^3L).$$

The dielectric function is continuous at $2k_F$, with the value $\varepsilon_*=1+\alpha$, but the term $\alpha tL$ makes its slope diverge logarithmically. Geometrically, a displacement $q<2k_F$ can join two points of the Fermi surface, and a displacement $q>2k_F$ cannot.

To carry the singularity over to $g$, write $D=x^2+\alpha u$. Since $\alpha u=D-x^2$, we have $g=x-x^3/D$, and

$$D=\varepsilon_*+t(2+\alpha L)+t^2\left(1-\frac\alpha2-\frac{\alpha L}2\right)+\dots$$

Let $d_1$ and $d_2$ be the terms of first and second order in $t$, each divided by $\varepsilon_*$. Then

$$\frac{x^3}{D}=\frac{1}{\varepsilon_*}(1+3t+3t^2+\dots)(1-d_1-d_2+d_1^2+\dots).$$

Apart from the prefactor $1/\varepsilon_*$, the coefficient of $tL$ is $-\alpha/\varepsilon_*$, and that of $t^2L^2$ is $\alpha^2/\varepsilon_*^2$, from $d_1^2$. The coefficient of $t^2L$ collects $-3\alpha/\varepsilon_*$ from $-3t\,d_1$, $+\alpha/(2\varepsilon_*)$ from $-d_2$ and $4\alpha/\varepsilon_*^2$ from $d_1^2$. With $\varepsilon_*=1+\alpha$ the sum is $\alpha(3-5\alpha)/(2\varepsilon_*^2)$. Changing the overall sign gives the singular part of $g$ through second order:

$$s(t)=\frac{\alpha}{\varepsilon_*^2}\,tL-\frac{\alpha^2}{\varepsilon_*^3}\,t^2L^2+\frac{\alpha(5\alpha-3)}{2\varepsilon_*^3}\,t^2L.$$

The factor $1/\varepsilon_*^2$ in the first term comes from varying $1-1/\varepsilon$, which gives $\delta\varepsilon/\varepsilon^2$.

Lighthill's theorem states that the Fourier transform at large $R$ is the sum of the transforms of such singular terms, with an error set by the smoothness of what remains. The form needed here can be proved directly. Let $\phi(t)$ be a smooth window equal to 1 near $t=0$ and to 0 for $|t|>1/2$. Subtract $\phi s$ from $G$ at $x=1$, and its odd counterpart at $x=-1$, and call the remainder $h$. Near $x=1$, $g$ is a convergent power series in $t$ and $tL$, so the first singular terms left in $h$ are of order $t^3$ times powers of $L$ up to $L^3$. Their second derivatives are continuous, and their third derivatives diverge no faster than $L^3$, which is integrable. At infinity $h'''$ falls as $x^{-6}$. Three integrations by parts, without boundary terms, give

$$\int_{-\infty}^{\infty}h\,e^{iRx}dx=\left(\frac iR\right)^3\int_{-\infty}^{\infty}h'''e^{iRx}dx=o(R^{-3}),$$

since by the Riemann–Lebesgue lemma the transform of an integrable function tends to zero.

The window can now be removed. The functions in $s$ grow at infinity, so their transforms are defined by inserting $e^{-\eta t^2}$ and letting $\eta\to0^+$ at fixed $R>0$. The difference $(1-\phi)s$ is smooth, and its $N$th derivative falls as $|t|^{2-N}$ times logarithms, which is integrable for every $N\ge4$. Its transform therefore decays faster than any power of $1/R$, and $\phi s$ may be replaced by $s$.

The transforms of the logarithms follow from that of a power. For $-1<p<0$, rotating the integration path gives $\int_0^\infty t^pe^{iRt}dt=\Gamma(p+1)R^{-p-1}e^{i\pi(p+1)/2}$. Twice the real part is

$$\int_{-\infty}^{\infty}|t|^pe^{iRt}dt=-2\,\Gamma(p+1)\sin\left(\frac{\pi p}2\right)R^{-p-1}.$$

With the damping understood, both sides are analytic in $p$ around $p=0$. On the left, $|t|^p=1+p\ln|t|+\tfrac12p^2\ln^2|t|+\dots$. On the right, $\Gamma(1+p)=1-\gamma p+\dots$, with $\gamma$ Euler's constant, gives $-(\pi p/R)[1-p(\ln R+\gamma)]+\dots$. Comparing powers of $p$, with an arrow denoting the transform,

$$1\to0,\qquad \ln|t|\to-\frac\pi R,\qquad \ln^2|t|\to\frac{2\pi(\ln R+\gamma)}R.$$

Since $L=\ln|t|-\ln2$, it follows that $L\to-\pi/R$ and $L^2\to2\pi\Lambda/R$, where $\Lambda=\ln(2R)+\gamma$. Multiplication by $t$ acts as $-i\,d/dR$ on the transform. With $d\Lambda/dR=1/R$ this gives

$$tL\to-\frac{i\pi}{R^2},\qquad t^2L\to\frac{2\pi}{R^3},\qquad t^2L^2\to-\frac{2\pi(2\Lambda-3)}{R^3}.$$

Because $G$ is odd, $\int_0^\infty g\sin(Rx)\,dx=\tfrac12\,\mathrm{Im}\int_{-\infty}^{\infty}Ge^{iRx}dx$. If the singularity at $x=1$ contributes $e^{iR}S(R)$ to the full-line integral, the one at $x=-1$ contributes minus its complex conjugate, which has the same imaginary part. The factor $\tfrac12$ is thereby compensated, and the sine integral is $\mathrm{Im}[e^{iR}S(R)]$. The first term of $s$ gives

$$\int_0^\infty g\sin(Rx)\,dx\simeq\mathrm{Im}\left[e^{iR}\,\frac{-i\pi\alpha}{\varepsilon_*^2R^2}\right]=-\frac{\pi\alpha\cos R}{\varepsilon_*^2R^2}.$$

Multiplying by $2k_F^2Z/(\pi^2r)$ and using $R^2=4k_F^2r^2$ gives the tail

$$\delta n(r)\simeq-\frac{A\cos(2k_Fr)}{r^3},\qquad A=\frac{Z\alpha}{2\pi\varepsilon_*^2}=\frac{Zk_F}{(1+2\pi k_F)^2}.$$

Two powers of $1/r$ come from the singularity $t\ln|t|$, and the third comes from the directional average in three dimensions.

The second-order terms of $s$ have real transforms and so multiply $\sin R$. Their sum is

$$\frac{\pi\alpha\sin R}{\varepsilon_*^3R^3}\left[2\alpha(2\Lambda-3)+5\alpha-3\right]=\frac{\pi\alpha\sin R}{\varepsilon_*^3R^3}\left[4\alpha\Lambda-\alpha-3\right],$$

and therefore

$$\delta n(r)=-\frac A{r^3}\left\{\cos R-\frac{\sin R}{\varepsilon_*R}\left[4\alpha\Lambda-\alpha-3\right]\right\}+o(r^{-4}).$$

Relative to the envelope $A/r^3$, the correction is of order $\ln R/R$ as $R\to\infty$. The logarithm carries the factor $4\alpha$, so at high density the constant $-3$ dominates the bracket out to large $R$, and the bracket changes sign at $\Lambda=(3+\alpha)/(4\alpha)$. Near the zeros of the leading cosine the correction can be comparable with it.

The potential energy of a test electron has a tail of the same kind. From $W(q)=(4\pi/q^2)[\delta n(q)-Z]$, the leading singularity of $W$ at $2k_F$ is that of $\delta n$ multiplied by $4\pi/(4k_F^2)=\pi/k_F^2$. At $q=0$ the full $W(q)=-4\pi Z/(q^2\varepsilon)$ is smooth, since $q^2\varepsilon$ is even and tends to a positive constant. Hence

$$W(r)\simeq-\frac{\pi A}{k_F^2}\,\frac{\cos(2k_Fr)}{r^3}.$$

The distant oscillations of $W$ and $\delta n$ are in phase: in the tail, where electrons accumulate, a further electron is repelled.

Two changes to the dielectric function show what the singularity does. The Thomas–Fermi approximation replaces $u(x)$ by $u(0)=2$. Then $\delta n(q)=Zk_{TF}^2/(q^2+k_{TF}^2)$ with $k_{TF}^2=4k_F/\pi$, and the density is $Zk_{TF}^2e^{-k_{TF}r}/(4\pi r)$, with no oscillation. The other change keeps the Lindhard form but rounds the logarithm, replacing $\ln|t|$ by $\tfrac12\ln(t^2+w^2)$ near $x=1$. The derivative of the rounded logarithm, $t/(t^2+w^2)$, has the transform $i\pi e^{-wR}$. Division by $-iR$ gives $-\pi e^{-wR}/R$ for the rounded logarithm itself, and applying $-i\,d/dR$ shows that the leading tail is multiplied by about $(1+wR)e^{-wR}$. For $w=0.2$ and $R=100$ this estimate is $21e^{-20}\approx4\times10^{-8}$. The full integral gives a largest sampled density of $4.7\times10^{-8}$ in units of $A/r^3$, against 0.96 with the true logarithm.

For numbers, take a model gas with $r_s=4$ bohr and $Z=1$. The value $Z=1$ only fixes the scale of a result that is linear in $Z$. A real unit point charge at this density is a strong scatterer, and the numbers below do not describe it. The program gives $k_F=0.4798$ in atomic units, or 0.907 Å$^{-1}$, and a Fermi energy of 3.13 eV. Then $2\pi k_F=3.015$, $\alpha=1/3.015=0.3317$ and $\varepsilon_*=1.3317$, so

$$A=\frac{0.4798}{(4.015)^2}=0.0298.$$

The period is $\pi/k_F=3.465$ Å. At 10 Å the envelope $A/r^3$ is $2.98\times10^{-5}$ Å$^{-3}$, about 0.1% of the mean density of 0.0252 Å$^{-3}$, and the amplitude of the potential energy is 0.0016 eV. The Thomas–Fermi screening length is 0.68 Å, and the Thomas–Fermi density at 10 Å is only $6.7\times10^{-9}$ Å$^{-3}$. The following densities, in units of $10^{-7}$ Å$^{-3}$, compare direct quadrature of the RPA integral with the two tail formulas.

| $r$ (Å) | full RPA | one term | two terms |
|---:|---:|---:|---:|
| 5 | 2636.5 | 2230.5 | 2318.9 |
| 10 | −249.3 | −224.6 | −242.4 |
| 20 | −7.56 | −5.14 | −7.52 |
| 40 | 4.43 | 4.47 | 4.42 |

Relative to the full value, the one-term formula is 10% too small in magnitude at 10 Å but 32% too small at 20 Å. The larger error at the larger distance occurs because 20 Å lies near a zero of the cosine. There $R=36.27$, $\cos R=0.14$ and $\sin R=-0.99$. With $\Lambda=4.86$ the bracket is $4(0.3317)(4.86)-0.33-3=3.12$, and the correction inside the braces is $0.99\times3.12/(1.3317\times36.27)=0.064$, nearly half of the cosine. Including it reduces the error to 0.5%.

Farther out, the program samples eight phases of one period. Starting from $R=400$, the largest deviation of the one-term formula is $1.2\times10^{-2}$ of the envelope, and from $R=1600$ it is $3.8\times10^{-3}$. This is a reduction by about 3 for a fourfold distance, as the second term predicts: the bracket grows from 6.30 to 8.14, and $4\times6.30/8.14=3.1$. The factor depends on the density, and at $r_s=2$ bohr it is about 2.5. The two-term deviation drops from $5\times10^{-5}$ to about $1\times10^{-7}$, far more than a further power of $1/R$ would give. At $r_s=2$ bohr the corresponding drop is only about fourteenfold, close to the sixteenfold drop of a relative error falling as $1/R^2$. The omitted terms $t^3L$, $t^3L^2$ and $t^3L^3$ give a relative error of $1/R^2$ times a quadratic in $\Lambda$, and this prefactor can be small at particular values of $R$ and $r_s$. At $r_s=4$ bohr the quadratic passes through zero near $R\approx1550$, so the much larger drop there is particular to that example and should not be read as a rate of convergence.

These comparisons check the asymptotics within the RPA, not the RPA itself. Exchange and correlation in the response are left out, and they matter more as the density falls. A static local-field factor that is smooth at $2k_F$ and has the value $G_*$ there replaces $\varepsilon_*$ in $A$ by $1+\alpha(1-G_*)$. At $r_s=4$ bohr this multiplies $A$ by 1.2 for $G_*=0.4$ and by 1.9 for $G_*=1.1$. A strong impurity must be treated by solving the scattering problem instead of by first order in $Z$. The unit charge of the example is such a case: its Thomas–Fermi-screened potential binds an s state and has an s-wave phase shift above one radian at $k_F$, which changes both the amplitude and the phase of the tail. A nonzero temperature smears the edge of the occupation and with it the logarithm, so the inverse-cube law then holds at most up to a distance that shrinks as the smearing grows. For $k_BT\ll E_F$ the envelope is multiplied by about $y/\sinh y$ with $y=2\pi k_BTr/v_F$ and $v_F=k_F$. At $r_s=4$ bohr and 300 K the length $v_F/(2\pi k_BT)$ is about 42 Å, so the envelope is reduced by 13% at 40 Å and to about 6% of its zero-temperature value at $R=400$.

## Numbers as computed

```
rs = 2.1167 angstrom (4 bohr), Z = 1
mean density = 0.02517 angstrom^-3
kF = 0.9067 angstrom^-1 ; kF*a0 = 0.4798
Fermi energy = 3.132 eV
oscillation period pi/kF = 3.465 angstrom
Thomas-Fermi screening length = 0.6770 angstrom
alpha = 0.3317 ; eps(2kF) = 1.3317
reduction factor 1/eps(2kF)^2 = 0.5639
amplitude A = 0.02977 (electrons, dimensionless)
A/r^3 at 10 angstrom = 2.9769e-05 angstrom^-3
potential tail amplitude at 10 angstrom = 1.6382e-03 eV
Density in angstrom^-3: full RPA, one term, two terms, Thomas-Fermi
r =    5 angstrom, 2kF r =   9.07:  2.6365e-04   2.2305e-04   2.3189e-04   2.1544e-05
r =   10 angstrom, 2kF r =  18.13: -2.4927e-05  -2.2456e-05  -2.4236e-05   6.6840e-09
r =   20 angstrom, 2kF r =  36.27: -7.5561e-07  -5.1380e-07  -7.5178e-07   1.2868e-15
r =   40 angstrom, 2kF r =  72.53:  4.4319e-07   4.4740e-07   4.4209e-07   9.5376e-29
Largest deviation from full RPA over one period, in units of A/r^3
rs = 2 bohr, 2kF r from 400: one term 3.46e-03, two terms 8.77e-05
rs = 2 bohr, 2kF r from 1600: one term 1.36e-03, two terms 6.10e-06
rs = 4 bohr, 2kF r from 400: one term 1.15e-02, two terms 4.95e-05
rs = 4 bohr, 2kF r from 1600: one term 3.78e-03, two terms 1.16e-07
potential tail, rs = 4 bohr, 2kF r from 400: one term 1.81e-03
Largest |dn| r^3/A over one period from 2kF r = 100, rs = 4 bohr
true logarithm 0.9607 ; rounded over width 0.2 in x 4.7e-08
```
